# Polysilicon-Gate Depletion: The Square Law and Its Limits

## What is lost if the gate is treated as a metal

Take a 2 nm silicon dioxide film carrying a field of 5 MV/cm. The oxide supports 1.0 V. If the gate were an ideal metal, no further voltage would be needed on the gate side. A heavily doped polysilicon gate, however, holds a finite density of donors, and the charge that terminates the oxide field must be uncovered over a finite depth. At an active doping of $5\times10^{19}\ \mathrm{cm^{-3}}$ this costs about 0.2 V if the electrons are treated classically. A calculation that omits it assigns that voltage to the oxide or the substrate, and so overestimates the channel charge. An oxide thickness inferred from the capacitance also comes out too large, here by about 0.7 nm in the depletion estimate.

The leading estimate of the lost voltage is

$$\psi_p=\frac{D^2}{2q\varepsilon_sN},\qquad D=\varepsilon_{ox}E_{ox}. \tag{1}$$

Here $q>0$ is the elementary charge, $\varepsilon_s$ and $\varepsilon_{ox}$ are the absolute permittivities of silicon and oxide, $N$ is the active donor density in the gate, and $E_{ox}$ is the magnitude of the oxide field. Equation (1) is a depletion approximation. The electrons it leaves out are restored below, because in this example they are not negligible.

## Geometry, signs and assumptions

Consider an n-type gate biased positively, so that the field points from the gate through the oxide to the substrate. Let $x=0$ be the gate/oxide interface and let $x$ increase into the gate. The field then points towards negative $x$. With $E_x=-\phi'$, where $\phi$ is the electrostatic potential and a prime means $d/dx$, the slope $\phi'$ is positive: the potential rises from the interface into the gate. Define the drop as a positive number,

$$\psi=\phi(\text{bulk})-\phi(0).$$

The interface is planar, the gate is thicker than the depleted layer, and the donors are uniform and fully ionized. Holes are neglected for now.

Gauss's law across the interface, with a sheet charge $Q$ per area located there, reads

$$D_x(0^+)-D_x(0^-)=Q.$$

On the gate side $D_x(0^+)=-\varepsilon_s\phi'(0)$, and on the oxide side $D_x(0^-)=-\varepsilon_{ox}E_{ox}=-D$. Therefore

$$\varepsilon_s\phi'(0)=D-Q. \tag{2}$$

We set $Q=0$. The displacement is then continuous, while the field changes by the ratio of the permittivities. If $Q$ is present, $D$ is replaced by $D-Q$ in the expressions for the gate charge, depletion width and gate drop. The oxide voltage is still set by $D$ itself.

The direction of the field matters, although $D^2$ hides its sign. If the bias is reversed, electrons accumulate at the interface instead of leaving it, and (1) does not apply. For a p-type gate, depletion occurs at the opposite field direction. Acceptors replace donors, the signs reverse, and the magnitude is again (1).

## Derivation of the square law

Assume that there are no electrons for $0<x<W$ and that the gate is neutral for $x>W$. In the depleted layer the charge density is $+qN$, so Poisson's equation is

$$\phi''=-\frac{qN}{\varepsilon_s}.$$

Integrating from the interface and using (2) with $Q=0$ gives

$$\phi'(x)=\frac{D-qNx}{\varepsilon_s}.$$

In the neutral region the potential is constant. There is no sheet charge at $x=W$, so $\phi'$ is continuous and must vanish there:

$$D-qNW=0\quad\Rightarrow\quad W=\frac{D}{qN}. \tag{3}$$

This says that the uncovered donor charge per area, $qNW$, equals $D$. A second integration gives the drop:

$$\psi_p=\int_0^W\phi'\,dx=\frac{1}{\varepsilon_s}\left(DW-\frac{qNW^2}{2}\right).$$

By (3), $qNW^2=DW$. The bracket is therefore $DW/2$, and

$$\psi_p=\frac{DW}{2\varepsilon_s}=\frac{D^2}{2q\varepsilon_sN}.$$

The factor 2 comes from the triangular field profile: the mean field in the layer is half the interface field. One power of $D$ comes from that field and the other from the width.

## The example in numbers

The relative permittivities are 3.9 for the oxide and 11.7 for silicon. At $E_{ox}=5$ MV/cm the displacement is $D=1.727\ \mathrm{\mu C/cm^2}$, and the field on the silicon side is

$$\frac{D}{\varepsilon_s}=\frac{3.9}{11.7}\times5\ \mathrm{MV/cm}=1.667\ \mathrm{MV/cm}=0.1667\ \mathrm{V/nm}.$$

The depletion width is

$$W=\frac{1.727\times10^{-6}\ \mathrm{C/cm^2}}{(1.602\times10^{-19}\ \mathrm C)(5\times10^{19}\ \mathrm{cm^{-3}})}=2.155\ \mathrm{nm},$$

and the drop is

$$\psi_p=\tfrac12(0.1667\ \mathrm{V/nm})(2.155\ \mathrm{nm})=0.180\ \mathrm V.$$

This is 18% of the oxide voltage.

## Restoring the electrons

The edge of the depleted layer is not sharp. Let $n(x)$ be the electron density, so that

$$\varepsilon_s\phi''=-q(N-n). \tag{4}$$

In equilibrium the Fermi level is flat. The local chemical potential, measured from the conduction-band edge, is then $q\phi$ plus a constant. At fixed temperature the electron pressure $P$ changes by $n$ times the change of chemical potential, so

$$dP=qn\,d\phi. \tag{5}$$

Multiply (4) by $\phi'$. The left side becomes a total derivative, and (5) turns the electron term into one as well:

$$\frac{d}{dx}\left(\frac{\varepsilon_s\phi'^2}{2}\right)=-qN\phi'+\frac{dP}{dx}.$$

Integrate from the interface, where $\varepsilon_s\phi'=D$ and $P=P_s$, to the bulk, where $\phi'=0$ and $P=P_0$:

$$-\frac{D^2}{2\varepsilon_s}=-qN\psi+P_0-P_s.$$

Rearranging and dividing by $qN$,

$$\psi=\frac{D^2}{2q\varepsilon_sN}+\frac{P_0-P_s}{qN}. \tag{6}$$

The first term is the square law. The second is the correction for a classical density profile with any local equation of state $P(n)$. It is positive in depletion, because the electron pressure is higher in the bulk than at the interface.

The sign can also be seen from the charge. Integrating $\psi=\int\phi'\,dx$ by parts, with a vanishing boundary term, gives $\psi=\int x\rho\,dx/\varepsilon_s$, where $\rho=q(N-n)$. The total charge $\int\rho\,dx=D$ is fixed, and in this classical model $0\le\rho\le qN$. The smallest first moment is obtained by packing the charge against the interface at its largest density, which is the depletion profile. Electrons that spill into the edge push part of the charge deeper, and the drop grows.

**Boltzmann electrons.** Here $P=nk_BT$ and $n_s=Ne^{-q\psi/k_BT}$, so (6) becomes

$$\psi=\psi_p+\frac{k_BT}{q}\left(1-e^{-q\psi/k_BT}\right).$$

When $q\psi\gg k_BT$ the offset tends to $k_BT/q$, which is 25.9 mV at 300 K. The estimate is then $0.1796+0.0259=0.2055$ V. A numerical solution of (4) with Boltzmann electrons gives 0.2054 V.

**Fermi electrons.** At this doping the Fermi level lies $1.23\,k_BT$ above the band edge, so Boltzmann statistics are not adequate. For parabolic bands

$$n=N_cF_{1/2}(\eta),\qquad P=N_ck_BT\,F_{3/2}(\eta),$$

where $N_c$ is the effective density of states, $\eta$ is the Fermi level above the local band edge in units of $k_BT$, and

$$F_j(\eta)=\frac{1}{\Gamma(j+1)}\int_0^\infty\frac{t^j\,dt}{1+e^{t-\eta}},\qquad \frac{dF_j}{d\eta}=F_{j-1}.$$

In strong depletion $P_s$ is negligible, and the offset is

$$\frac{P_0}{qN}=\frac{k_BT}{q}\,\frac{F_{3/2}(\eta_0)}{F_{1/2}(\eta_0)},$$

with $\eta_0$ the bulk value. This exceeds $k_BT/q$. To see why, write $f$ for the Fermi occupation. Differentiating $F_{1/2}$ replaces $f$ in the integrand by $f(1-f)<f$, so $F_{-1/2}<F_{1/2}$. Hence $dP/dn=k_BT\,F_{1/2}/F_{-1/2}>k_BT$, and integration from zero density gives $P>nk_BT$.

For the example $P_0/(qN)=33.9$ mV, while $P_s/(qN)$ is about 0.01 mV. Equation (6) gives $0.1796+0.0339=0.2135$ V, as does the numerical solution of Poisson's equation with Fermi electrons. The square law is 16% low relative to this value.

## Electrons as waves

The depleted layer is only about 2 nm wide, so the local relation between $n$ and $\phi$ is itself in doubt. The force balance survives in a mean-field quantum treatment. Let $u_k(x)$ be a real bound state normal to the interface, with mass $m_k$ and energy $\epsilon_k$:

$$-\frac{\hbar^2}{2m_k}u_k''-q\phi u_k=\epsilon_ku_k.$$

Define the momentum flux of the state by

$$S_k=\frac{\hbar^2}{2m_k}\left(u_k'^2-u_ku_k''\right),\qquad S_k'=\frac{\hbar^2}{2m_k}\left(u_k'u_k''-u_ku_k'''\right).$$

The Schrödinger equation gives $u_k''=-(2m_k/\hbar^2)(\epsilon_k+q\phi)u_k$. Differentiating once more produces an extra term $-(2m_k/\hbar^2)q\phi'u_k$ in $u_k'''$. On substitution the terms with $\epsilon_k+q\phi$ cancel, leaving

$$S_k'=q\phi'u_k^2.$$

Let $N_k$ be the number of electrons per area in state $k$. Summing gives $S'=qn\phi'$ with $S=\sum_kN_kS_k$, which has the same form as (5). Deep in the gate $S$ is the kinetic pressure $P_0$. At a hard wall $u_k=0$, and $S$ becomes the wall pressure

$$P_w=\sum_kN_k\frac{\hbar^2}{2m_k}\left|u_k'(0)\right|^2.$$

Equation (6) therefore holds with $P_s$ replaced by $P_w$.

A self-consistent Schrödinger–Poisson solution was computed with the six silicon valleys, using masses 0.916 and 0.190 in units of the electron mass and one crystal axis normal to the interface. It gives $P_w/(qN)=10.4$ mV. The balance predicts $0.1796+0.0339-0.0104=0.2031$ V, and the potential profile gives 0.2032 V. The square law is 12% low relative to this value. The hard wall and the (100) orientation are idealizations. A finite barrier of 3.1 eV with oxide mass 0.42 raises the drop to about 0.208 V. Polysilicon grains have mixed orientations, and a (110) or (111) grain lowers the hard-wall drop to about 0.202 V.

Quantum mechanics lowers the total drop here relative to the Fermi result. By the balance, this is because the wall pressure is far above the classical surface pressure. A plausible reason, not isolated by this calculation, is that electron waves reach through the depleted layer to the wall, where classical electrons are almost absent.

## The weak-field limit

The square law predicts a drop that vanishes as $D^2$. For classical electrons the true small-signal response is linear. Let $\delta=\phi-\phi(\text{bulk})$ be small. Then $n\approx N+(dn/d\phi)\delta$, and (4) becomes

$$\delta''=\frac{\delta}{L^2},\qquad L^2=\frac{\varepsilon_s}{q\,(dn/d\phi)},$$

with the derivative taken in the bulk. The solution that decays into the gate is $\delta=-\psi e^{-x/L}$. Its slope at the interface is $\psi/L$, and this must equal $D/\varepsilon_s$:

$$\psi=\frac{DL}{\varepsilon_s}\qquad(D\to0). \tag{7}$$

In this limit no layer is emptied. The electron density is merely reduced over the screening length, $L=0.735$ nm in the example.

At one tenth of the example field, with doping and temperature unchanged, the square law gives 1.8 mV. Equation (7) gives $0.01667\ \mathrm{V/nm}\times0.735\ \mathrm{nm}=12.3$ mV, and the full Fermi solution gives 12.7 mV. The square law is low by a factor of seven relative to the Fermi value.

This limit is classical. A hard wall keeps electron waves away from the interface even without a field. The donors left uncovered there raise the potential at the interface, so the drop $\psi$ is negative at $D=0$ instead of zero. Equation (7) therefore does not give the total drop in the hard-wall quantum model. If the zero-field drop is counted as part of the flat-band voltage, the loss caused by the field is $\psi(D)-\psi(0)$. In that model $\psi(0)$ is about $-0.09$ V, so at the example field the loss is about 0.29 V, well above both the total drop $\psi(D)=0.203$ V quoted above and the Fermi drop of 0.214 V. It is about 0.28 V with a finite 3.1 eV barrier, and 0.31 to 0.32 V for (110) or (111) grains. The lower total drop therefore does not mean a smaller loss measured from flat band.

The two limiting laws cross when $DW/(2\varepsilon_s)=DL/\varepsilon_s$, that is, at $W=2L$. The example has $W/L=2.155/0.735=2.9$, so it lies on the depletion side but not far into it. This is why its correction is appreciable.

One can ask what field would make the square law good to 5% relative to the Fermi result at this doping. With the offset at 33.9 mV, the condition is $0.0339/(\psi_p+0.0339)=0.05$, or $\psi_p=0.64$ V. Since $\psi_p\propto E_{ox}^2$, the field would have to be

$$5\ \mathrm{MV/cm}\times\sqrt{0.644/0.1796}\approx9.5\ \mathrm{MV/cm}.$$

That is close to the rough breakdown field of the oxide, 10 MV/cm. At this doping the offset should be kept.

## Capacitance and added oxide thickness

A capacitance measurement responds to changes in the drop. Differentiate (6) at fixed doping and temperature. The surface potential falls by $d\psi$ relative to the bulk, so (5) gives $dP_s=-qn_s\,d\psi$, and

$$qN\,d\psi=\frac{D\,dD}{\varepsilon_s}+qn_s\,d\psi
\quad\Rightarrow\quad
\frac{d\psi}{dD}=\frac{D}{\varepsilon_sq(N-n_s)}.$$

When $n_s\ll N$ this tends to $W/\varepsilon_s$. An oxide of thickness $t_{ox}$ has $dV_{ox}/dD=t_{ox}/\varepsilon_{ox}$, so the gate acts as extra oxide of thickness

$$\Delta t=\varepsilon_{ox}\frac{d\psi}{dD}\approx\frac{\varepsilon_{ox}}{\varepsilon_s}W=\frac{3.9}{11.7}\times2.155\ \mathrm{nm}=0.718\ \mathrm{nm}.$$

The Fermi solution gives 0.719 nm. The drop itself is 16% off, but its slope is not, because the offset in (6) is nearly independent of $D$ once the surface is empty. That constancy holds for classical electrons. In the quantum balance the wall pressure falls as the depleted layer widens, so the offset grows with $D$ and the added thickness is about 0.79 nm with a hard wall, 10% above this estimate, and about 0.77 nm with a finite 3.1 eV barrier.

The static voltage loss corresponds to a smaller thickness. In the depletion estimate $\psi_p=DW/(2\varepsilon_s)$, so the equivalent oxide is $\varepsilon_{ox}\psi_p/D=\Delta t/2$, or 0.36 nm. With the Fermi drop of 0.2135 V it is 0.43 nm. The thickness deduced from capacitance should not be used to compute the static drop.

## When the voltage is fixed instead of the field

In a circuit the applied voltage is set, not the oxide field. Let $U$ be the voltage shared by oxide and gate, after the flat-band voltage and the substrate band bending have been subtracted. With $C_{ox}=\varepsilon_{ox}/t_{ox}$,

$$U=\frac{D}{C_{ox}}+\frac{D^2}{2q\varepsilon_sN}.$$

Multiplying by $2q\varepsilon_sN$ gives a quadratic in $D$. Its positive root is

$$D=\frac{q\varepsilon_sN}{C_{ox}}\left[\sqrt{1+\frac{2C_{ox}^2U}{q\varepsilon_sN}}-1\right].$$

For large $N$ the root expands to $D\to C_{ox}U$, the metal-gate result.

Now hold $U$ at 1.0 V with the same oxide and doping. Let $v$ be the oxide voltage in volts. The example fixes the coefficient of the square term, so $v+0.1796v^2=1$, and

$$v=\frac{-1+\sqrt{1+4(0.1796)}}{2(0.1796)}=0.87.$$

The oxide receives 0.87 V and the gate 0.13 V. The displacement is 13% below that of a metal gate at the same $U$. With classical electrons the loss is larger, since (6) gives a larger drop at every $D$ in depletion. In the hard-wall quantum model, with $U$ measured from the actual flat band, the gate term is $\psi(D)-\psi(0)$, and at these fields the loss is larger still.

## Other effects at the example's size

**Holes.** At the interface the Fermi level lies $E_g+\eta_0k_BT-q\psi$ above the valence band, where $E_g$ is the gap. With a rough gap of 1.12 eV and a valence-band density of states of $1.8\times10^{19}\ \mathrm{cm^{-3}}$, the Boltzmann factor gives about $3\times10^3$ holes per $\mathrm{cm^3}$, which is negligible. If the drop approached the gap, holes could form an inversion layer in the gate, and the square law would fail.

**Temperature.** At 398 K, with $D$, the masses and the ionized doping held fixed, the Fermi drop rises from 0.214 to 0.221 V. The square-law term has no explicit temperature dependence; the rise comes from the electron pressure.

**Exchange.** For six equivalent isotropic valleys at zero temperature, the exchange energy per electron is $-3q^2k_F/(16\pi^2\varepsilon_s)$, with $k_F=(3\pi^2N/6)^{1/3}$. It varies as $n^{1/3}$, so its pressure is one third of this energy times $n$. That would shift $P_0/(qN)$ by about $-6$ mV. At 300 K the electrons are only partly degenerate, so this indicates the size of the effect, not its precise value. Correlation is not included.

**Tunnelling.** A semiclassical estimate for a 3.1 eV barrier and an oxide mass of 0.42 electron masses gives a current of order $10^{-2}$ to $10^{-1}\ \mathrm{A/cm^2}$, depending on how the supply of electrons from the substrate is estimated. At a carrier speed of $10^7$ cm/s this is $10^{10}$ to $10^{11}$ moving electrons per $\mathrm{cm^3}$, negligible beside the donor density.

## Comparison with real gates

The parameters are rough typical values for an n-type polysilicon gate on a thin oxide. The field of 5 MV/cm is high, about half the rough breakdown field. The assumption most open to doubt is uniform active doping: donors can collect at grain boundaries or be depleted near the oxide, and the density within the first few nanometres is what counts. At fixed $D$, 20% less active doping raises the square-law drop from 0.180 to 0.225 V, a larger change than the Fermi or hard-wall correction to the total drop at this field. A positive interface charge of $10^{11}$ elementary charges per $\mathrm{cm^2}$ lowers it to 0.176 V. A cube of side $W$ contains on average 0.5 donors, so the smooth donor charge represents a lateral average, not the local potential. The effect of this granularity on the mean drop, and that of charge trapped at grain boundaries, were not computed. For these inputs a total drop near 0.2 V from the gate bulk to the interface, at fixed $D$, is a reasonable model estimate; its third digit has no physical significance. In the quantum model the loss measured from flat band is near 0.3 V instead, and its excess over the square law is larger than the effect of the 20% doping change. The numerical output below gives the individual values.

## Computed results

```
INPUTS (rough typical values)
Relative permittivity Si: 11.7 
Relative permittivity SiO2: 3.9 
Active gate doping: 5.00e+19 cm^-3
Oxide field: 5.00 MV/cm
Oxide thickness: 2.00 nm
Temperature: 300.0 K
Longitudinal mass: 0.916 m_e
Transverse mass: 0.190 m_e
DEPLETION RESULT
Displacement D: 1.7266 uC/cm2
Field on silicon side: 1.667 MV/cm
Depletion width W: 2.155 nm
Depletion potential: 0.1796 V
Oxide voltage: 1.000 V
Gate drop / oxide voltage: 18.0 %
Added oxide, depletion formula: 0.718 nm
MORE COMPLETE ELECTRONS
Thermal voltage: 25.85 mV
Drop, Boltzmann: 0.2054 V
Reduced Fermi level above band edge: 1.232 kT
Bulk pressure / (qN): 33.93 mV
Surface pressure / (qN), Fermi: 0.0126 mV
Drop, Fermi: 0.2135 V
Formula error against Fermi: -15.9 %
Added oxide, Fermi: 0.719 nm
Wall pressure / (qN), quantum: 10.35 mV
Drop, quantum Hartree: 0.2032 V
Formula error against quantum: -11.6 %
WEAK FIELD, one tenth of the example field
Screening length: 0.735 nm
Drop, square law: 1.80 mV
Drop, Fermi: 12.66 mV
OTHER NEGLECTED EFFECTS
Hot temperature: 398.15 K
Drop at hot temperature, Fermi: 0.2209 V
Exchange pressure / (qN), estimate: -6.14 mV
Positive interface charge / q, assumed: 1.0e+11 cm^-2
Depletion potential with that charge: 0.1763 V
Depletion potential, 20% less doping: 0.2245 V
Mean dopants in a cube of side W: 0.50 
Silicon gap, rough: 1.12 eV
Valence-band density, rough: 1.8e+19 cm^-3
Surface holes, estimate: 3.1e+03 cm^-3
Oxide barrier, rough: 3.10 eV
Oxide tunnelling mass, rough: 0.42 m_e
Tunnel current, order of magnitude: 2e-02 A/cm2
Carrier speed, assumed: 1e+07 cm/s
Moving carriers from tunnelling: 1e+10 cm^-3
Oxide breakdown field, rough: 10 MV/cm
Oxide field / breakdown: 0.50
```
